# Local self-energy and self-consistency in the large-coordination Hubbard model, part 1

(Sections cited here and not found follow in the later parts.)

Q: I am told that the Hubbard model simplifies when every site has very many neighbours. Before I believe that, I want the model and the limit stated.

A: The Hamiltonian is

$$H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right)-\mu\sum_{i\sigma}n_{i\sigma}.$$

Each site has $z$ nearest neighbours. Two lattices are considered: the hypercubic lattice in $d$ dimensions, with $z=2d$, and the Bethe lattice, the infinite tree in which every site has $z$ neighbours. The one-body matrix is $h_{ij}=-t$ for neighbours and zero otherwise. I set $\hbar=k_B=1$, take $T=1/\beta>0$, and assume an equilibrium state that is paramagnetic and has the full symmetry of the lattice. The Green function is $G_{ij}(\tau)=-\langle T_\tau c_{i\sigma}(\tau)c^\dagger_{j\sigma}\rangle$, with $G(i\omega)=\int_0^\beta e^{i\omega\tau}G(\tau)\,d\tau$ at $\omega=(2n+1)\pi T$, and the self-energy is defined by the matrix equation $G^{-1}=(i\omega+\mu)\mathbb 1-h-\Sigma$.

The local density of states $\rho(\epsilon)=\sum_\alpha|\langle0|\alpha\rangle|^2\delta(\epsilon-\epsilon_\alpha)$ of $h$ has the second moment

$$m_2=(h^2)_{00}=\sum_j h_{0j}h_{j0}=zt^2 .$$

At fixed $t$ the width $\sqrt{m_2}$ diverges with $z$ and $U$ becomes small against it; if $t$ falls faster than $z^{-1/2}$ the width vanishes and the sites decouple. Hopping and interaction keep competing only for

$$t=\frac{t^*}{\sqrt z},\qquad m_2=t^{*2},$$

which on the hypercubic lattice reads $t=t^*/\sqrt{2d}$. The limit is $z\to\infty$ at fixed $t^*$, $U$, $\mu$, $T$, and $t^*$ is the unit of energy.

Q: A small hopping does not obviously make a small propagator, since there are many paths between two sites. How small is $G_{ij}$ at distance $R$?

A: There is a bound that holds for the exact interacting $G$. Take a vector $x$ with $\sum_i|x_i|^2=1$ and the operator $c_x=\sum_i x_i^*c_i$. Inserting eigenstates of $H$, for $0<\tau<\beta$,

$$-\sum_{ij}x_i^*G_{ij}(\tau)x_j=\frac1Z\sum_{mn}e^{-(\beta-\tau)E_m-\tau E_n}\,|\langle m|c_x|n\rangle|^2 .$$

Every term is non-negative. The exponent is a weighted mean of $-\beta E_m$ and $-\beta E_n$, so the exponential is at most the larger of $e^{-\beta E_m}$ and $e^{-\beta E_n}$, and hence at most their sum. With the sum in its place the expression becomes $\langle c_xc_x^\dagger\rangle+\langle c_x^\dagger c_x\rangle=1$. The Hermitian matrix $-G(\tau)$ therefore has its spectrum in $[0,1]$, and the length of its column $0$ obeys

$$\sum_j|G_{j0}(\tau)|^2\le1. \tag{1}$$

Negative times follow from $G(-\tau)=-G(\beta-\tau)$. If $N$ sites are equivalent to $j$ under symmetries that fix site $0$, they contribute equally to (1), so $|G_{j0}(\tau)|\le N^{-1/2}$. On the Bethe lattice all $N_R=z(z-1)^{R-1}\ge(z-1)^R$ sites at distance $R$ are equivalent, and

$$|G_R(\tau)|\le(z-1)^{-R/2}\qquad\text{(Bethe lattice, any }U). \tag{2}$$

On the hypercubic lattice a displacement with $m\ge1$ nonzero components has at least $2^m\binom dm\ge2d$ images under permutations and reflections of the axes, so every nonlocal element is at most $z^{-1/2}$.

Q: That is an upper bound. I want to see the actual scaling, and on the hypercubic lattice the bound says little about a displacement such as $(2,0,0,\dots)$.

A: Take the case in which the self-energy is local, so that $G=(\zeta-h)^{-1}$ with $\zeta=i\omega+\mu-\Sigma$ and $\gamma=\operatorname{Im}\zeta>0$; the noninteracting case is $\Sigma=0$. With $\epsilon_k=-2t\sum_a\cos k_a$, use

$$\frac1{\zeta-\epsilon}=-i\int_0^\infty e^{i(\zeta-\epsilon)s}\,ds ,$$

which holds because the integral equals $i/(\zeta-\epsilon)$. The factor $e^{-i\epsilon_ks}=\prod_ae^{2its\cos k_a}$ separates the directions. For one direction, with $x=2ts$ and $n\ge0$, expand $e^{ix\cos k}=\sum_m (ix/2)^m(e^{ik}+e^{-ik})^m/m!$ and keep the coefficient of $e^{-ikn}$, which needs $m=n+2p$ and carries $\binom{n+2p}{p}$:

$$\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{ikn}e^{ix\cos k}=\sum_p\frac{(ix/2)^{n+2p}}{p!\,(n+p)!}=i^nJ_n(x). \tag{3}$$

The integrand $e^{ix\cos k}$ is even in $k$, so negative $n$ gives the result for $|n|$. With $|R|=\sum_a|R_a|$,

$$G_R(\zeta)=-i\,i^{|R|}\int_0^\infty ds\,e^{i\zeta s}\prod_{a=1}^dJ_{|R_a|}(2ts).$$

The series in (3) starts at $x^n$, so the first $n-1$ derivatives of $J_n$ vanish at $0$; the $n$-th derivative of the integral in (3) brings down $(i\cos k)^n$ and has modulus at most $1$. Taylor's remainder then gives $|J_n(x)|\le x^n/n!$, and with $\int_0^\infty s^{r}e^{-\gamma s}ds=r!/\gamma^{r+1}$,

$$|G_R|\le\frac{|R|!}{\prod_a|R_a|!}\,\frac{(2t^*)^{|R|}}{\gamma^{|R|+1}}\;z^{-|R|/2}. \tag{4}$$

The power is attained. At large $d$ and fixed $s$, $ts$ is small, $J_n(2ts)\to(ts)^n/n!$ in the occupied directions, and the empty ones give $J_0(2ts)^d\to(1-t^2s^2)^d\to e^{-t^{*2}s^2/2}$, since $dt^2=t^{*2}/2$. So $G_R$ is $t^{|R|}$ times a $d$-independent integral. For $R=0$, $e^{-t^{*2}s^2/2}$ is the Fourier transform of a Gaussian $\rho(\epsilon)$ of variance $t^{*2}$. For $|R|\ge1$ the bound (4) falls at least as $\omega^{-2}$, so the frequency sum converges absolutely and $|G_R(\tau)|$ is bounded by a constant times the same power $z^{-|R|/2}$.

The numerical check tests the Bessel formula against a direct $k$-sum in $d=3$, and measures exponents $p=-\ln|f(z_b)/f(z_a)|/\ln(z_b/z_a)$ at $\zeta=i$ between $d=200$ and $800$. It finds $0.5003$ for $R=(1)$, $1.0014$ for $(1,1)$, $1.0006$ for $(2)$ and $1.5034$ for $(1,1,1)$, against $|R|/2$. The local element at $d=800$ is $-0.65564\,i/t^*$ and the Gaussian value is $-0.65568\,i/t^*$.

Q: Now the diagrams. Fix the rules and the sign of one of them.

A: Write the interaction as $Un_\uparrow n_\downarrow-\tfrac U2(n_\uparrow+n_\downarrow)+\text{const}$. The one-body piece adds the local constant $-U/2$ to $\Sigma$. The quartic piece gives vertices $-U\int d\tau\sum_i$, each sitting on one site and having four legs: one incoming and one outgoing line of each spin. At first order the down legs close on themselves and $\Sigma_{ii}=U(\langle n_{i\downarrow}\rangle-\tfrac12)$, which is local on any lattice.

At second order the factor $e^{-\int H_{\rm int}}$ contributes $\tfrac{U^2}{2}$, and the two spins average separately:

$$\delta G_{kl}=-\frac{U^2}2\sum_{ij}\iint d\tau\,d\tau'\,\langle T\,c_kc_l^\dagger\,n_{i\uparrow}(\tau)n_{j\uparrow}(\tau')\rangle\,\langle T\,n_{i\downarrow}(\tau)n_{j\downarrow}(\tau')\rangle .$$

In the down factor $c_i^\dagger c_ic_j^\dagger c_j$ the contraction linking the vertices pairs the inner operators, $\langle c_ic_j^\dagger\rangle=-G_{ij}(\tau-\tau')$, and the outer ones, $\langle T c_i^\dagger c_j\rangle=-\langle Tc_jc_i^\dagger\rangle=+G_{ji}(\tau'-\tau)$. A nested pairing needs no transposition, so the factor is $-G_{ij}G_{ji}$. In the up factor the densities are bilinear and commute under $T$, so the string can be written $c_k\,c_i^\dagger c_i\,c_j^\dagger c_j\,c_l^\dagger$; pairing neighbours gives $(-G_{ki})(-G_{ij})(-G_{jl})$. The pairing with $i$ and $j$ exchanged is equal after relabelling and cancels the $\tfrac12$. The signs are $(-1)\cdot(-1)^3\cdot(-1)=-1$, and comparison with $\delta G=G\Sigma G$ gives

$$\Sigma^{(2)}_{ij}(\tau)=-U^2\,G_{ij}(\tau)^2\,G_{ji}(-\tau)=U^2G_{ij}(\tau)^2G_{ji}(\beta-\tau). \tag{5}$$

Three lines join $i$ to $j$, so by (2) or (4) this diagram is $O(z^{-3R/2})$.

The program tests (5), with bare lines, against exact diagonalization of a four-site star (a centre and three leaves) at $\mu=0$, $U=0.1$, $\beta=1$. The largest deviation of any matrix element at $\omega=\pi T$ is $2.1\times10^{-3}$ relative to (5). A correction of relative order $U^2$ is what symmetry allows: on a bipartite lattice at $\mu=0$ the map $c_{i\downarrow}\to(-1)^ic^\dagger_{i\downarrow}$ leaves the hopping unchanged and sends $n_\downarrow-\tfrac12\to-(n_\downarrow-\tfrac12)$, so $G_\uparrow$ and $\Sigma_\uparrow$ are even in $U$.

Q: One diagram with two vertices proves little. Put a self-energy insertion on a local line: the electron leaves site $0$, scatters at site $k$ and returns. There are $z$ neighbours and two propagators of size $z^{-1/2}$.

A: That objection is correct. The sum $\sum_kG_{0k}\Sigma_{kk}G_{k0}$ over neighbours is $z\cdot z^{-1}=O(1)$, as large as the term $k=0$, and every further shell is $O(1)$ as well. In the expansion in bare lines the vertices do not collapse onto one site. The statement about locality concerns skeleton diagrams, in which these insertions are summed into full lines $G$.

The rearrangement goes as follows. Let a diagram for $\Sigma_{ij}$ have external vertices $a$ (at $i$) and $b$ (at $j$), and close it with one extra line between $a$ and $b$. For a set $S$ of vertices, neither empty nor everything, let $\operatorname{cut}(S)$ be the number of lines with exactly one end in $S$. An insertion is a set $S$ that contains neither $a$ nor $b$ and has $\operatorname{cut}(S)=2$. For any two sets,

$$\operatorname{cut}(S\cup S')+\operatorname{cut}(S\cap S')\le\operatorname{cut}(S)+\operatorname{cut}(S'),$$

as one checks line by line: a line counted once on the left leaves at least one of $S,S'$, and a line counted twice runs from the intersection to outside the union and leaves both. It is shown in the next answer that no cut is below $2$. If two insertions overlap, the right side is $4$ and both terms on the left are at least $2$, so the union is an insertion. If two disjoint insertions are joined by a line, the union has cut $2+2-2=2$ and is again an insertion. Maximal insertions are therefore disjoint and not adjacent, and replacing each by a plain line gives a unique diagram with no insertion, the skeleton. Conversely, summing over everything that can be inserted into a line gives $G^0+G^0\Sigma G^0+\dots=G$. Hence $\Sigma$ is the sum of skeleton diagrams with full lines, order by order in $U$. The closed skeletons are the diagrams of the Luttinger–Ward functional $\Phi[G]$, and opening a line is the operation $\Sigma_{ij}=\delta\Phi/\delta G_{ji}$.

Q: What property of a skeleton makes the difference?

A: A lower limit on cuts. Each vertex has one incoming and one outgoing line of each spin. Summing over the vertices of $S$, lines inside $S$ count once as incoming and once as outgoing, so for each spin as many lines enter $S$ as leave it. Every cut is even. A cut of $0$ is excluded because the diagram is connected. Suppose a closed skeleton of order $n\ge2$ had a cut of $2$. If the closing line is not in the cut, $a$ and $b$ lie on the same side and the other side is an insertion, which a skeleton does not have. If the closing line is in the cut, a single other line joins the side of $a$ to the side of $b$, and the self-energy diagram would be one-particle reducible, which the Dyson equation excludes. So

$$\operatorname{cut}(S)\ge4\quad\text{in a closed skeleton.} \tag{6}$$

In the open diagram the closing line is absent. Cuts that separate $a$ from $b$ are crossed by at least $3$ lines and all other cuts by at least $4$. By Menger's theorem this is equivalent to the existence of at least three line-disjoint paths between any two vertices, but the counting below uses the cuts directly.

A closed diagram of order $n$ is a pair of permutations of the vertices, one for each spin, giving the vertex at which each outgoing line ends. The program enumerates these for $n=2$ to $5$ and finds $2, 4, 10, 28$ connected undirected graphs, of which $1, 1, 2, 4$ stay connected after removal of any two lines. It asserts that all cuts are even, that those graphs satisfy (6), and, by a maximum-flow computation after removal of each line in turn, that the minimum number of disjoint paths is $3$.

Q: Three paths between two vertices is not yet a power count. The paths run through other vertices, each summed over the lattice, and each sum can bring powers of $z$.

A: All vertices have to be counted together, and on the tree this can be done with a strict bound. Fix vertex $1$ of a closed skeleton of order $n$ at site $0$ and place the others anywhere. Let $\mathcal T$ be the smallest subtree containing all occupied sites, with $L$ bonds.

The number of placements with given $L$: add the vertices one at a time. A new vertex is reached from the subtree built so far by a path that leaves it at some site (at most $L+1$ choices), has a length $\ell$ (at most $L+1$ choices), and can be laid in at most $z^\ell$ ways. The lengths add up to $L$. There are at most $(L+1)^{2(n-1)}z^L$ placements.

The size of each placement: deleting one bond of $\mathcal T$ splits it in two, and both parts contain a vertex, because every end of a smallest subtree is occupied. The bond thus defines a cut, and the lines in that cut are exactly those whose unique path on the tree uses the bond. The length of a line is the number of bonds it uses, so the total length of all lines is the sum over bonds of the cuts, at least $4L$ by (6). With (2) the product of lines is at most $(z-1)^{-2L}$, whatever the times.

The placements with $L\ge1$, those in which not all vertices sit on one site, therefore contribute at most

$$U^n\beta^{n-1}\sum_{L\ge1}(L+1)^{2(n-1)}\left[\frac{z}{(z-1)^2}\right]^L ,$$

where $\beta^{n-1}$ bounds the time integrals. The ratio in brackets is $3/4$ at $z=3$ and decreases with $z$, so the series converges, and it is $O(1/z)$ at large $z$. Each bond gains a factor $z$ from the choice of direction and loses $z^{-2}$ from four lines. A cut of $2$ would lose only $z^{-1}$, which is your example.

For $\Sigma_{ij}$ fix $a$ at $i$ and $b$ at $j$, at distance $R$. The $R$ bonds between them belong to $\mathcal T$, are not summed, and separate $a$ from $b$, so each is used by at least $3$ lines. The other $L'=L-R$ bonds are summed and do not separate $a$ from $b$, so each is used by at least $4$. For one diagram of order $n\ge2$ (the first-order term is local and instantaneous),

$$|\Sigma_{ij}(\tau)|\le U^n\beta^{n-2}\,(z-1)^{-3R/2}\sum_{L'\ge0}(R+L'+1)^{2(n-2)}\left[\frac z{(z-1)^2}\right]^{L'}. \tag{7}$$

For $R\ge1$ this is $\Sigma_{ij}=O(z^{-3R/2})$. For $R=0$ the term $L'=0$ has all vertices at $i$ and all lines equal to $G_{ii}$, and the remainder is $O(1/z)$. Calling $\mathcal F$ the sum of skeleton diagrams evaluated on a single site,

$$\Sigma_{ij}=\delta_{ij}\,\mathcal F[G_{ii}]+\text{corrections},\qquad\text{corrections}=\begin{cases}O(1/z),&i=j\\O(z^{-3R/2}),&i\ne j,\end{cases} \tag{8}$$

at each order of the skeleton series.

At each order of the skeleton series, the self-energy on the Bethe lattice is local up to corrections of $O(1/z)$ on a site and $O(z^{-3R/2})$ between sites at distance $R$. The hypercubic lattice and the self-consistency condition for the local Green function remain to be treated.
